\section*{Why a Born effective charge can exceed an ion's nominal valence}

\section*{Question}

I am estimating the polar phonons of a titanate gate dielectric. A calculation gives the metal ion a Born effective charge well above its nominal valence. A population analysis of the same crystal gives a charge below the nominal valence, as I would expect when the bonds are partly covalent. How can an ion respond as if it carried more charge than it could lose by complete ionization? Is one of the two numbers wrong, and which one belongs in the polarization and in the LO phonon energy?

\section*{Answer}

Both numbers can be right, because they answer different questions. A static charge counts the electrons assigned to an ion at rest. The Born charge is the change of the cell dipole when the ion moves, and electrons may flow between \emph{other} places while it moves. The Born charge is the one to use for polarization and for polar phonons.

\subsection*{Two equivalent definitions}

I measure charge in units of $e>0$. Let $p$ be the dipole of one cell and $u$ the displacement of the cation sublattice relative to the anions, along one axis. With the macroscopic field $\mathcal E$ held at zero,
\begin{equation}
Z=\left.\frac{\partial p}{\partial u}\right|_{\mathcal E=0}.
\end{equation}
Let $G(u,\mathcal E)$ be the energy per cell including the coupling $-p\mathcal E$. Then $p=-\partial G/\partial\mathcal E$, and the force on the cation is $F=-\partial G/\partial u$. Mixed derivatives commute, so
\begin{equation}
Z=\frac{\partial p}{\partial u}=-\frac{\partial^2G}{\partial u\,\partial\mathcal E}=\frac{\partial F}{\partial\mathcal E}.
\end{equation}
Neither definition asks which electrons belong to which ion. A static charge does ask this, and its value depends on the partition chosen.

\subsection*{A chain with partly covalent bonds}

Take alternating anions and cations with bond length $d$ and period $a=2d$. Each ion has one orbital, at energy $-D$ on the anion and $+D$ on the cation. There are two electrons per cell. The core charges are 0 and $+2$, so complete ionization gives $-2$ and $+2$. The hopping across a bond of length $l$ is
\begin{equation}
t(l)=t\,(d/l)^n .
\end{equation}
The electrons are independent, the orbitals are orthogonal, and the position operator is diagonal in them. The static charge below is the population of the cation orbital subtracted from 2.

For a $p$ orbital between two $d$ orbitals the left and right hoppings can have opposite signs. Reversing the signs of suitable orbitals along the chain makes them equal without changing any population or position, so I take both as $t>0$.

\subsection*{Weak covalency: the mechanism in three lines}

For $t\ll D$ an electron on an anion leaks onto a neighbouring cation with amplitude of magnitude $t/2D$. Two spins put $t^2/2D^2$ electrons across each bond. The cation has two bonds, so its static charge is
\begin{equation}
Q\simeq 2-\frac{t^2}{D^2}.
\end{equation}
Now move all cations right by $u$. Seen from an anion at the origin, the right bond has length $d+u$ and hopping $t_1$; the left bond has length $d-u$ and hopping $t_2$. The cell dipole is
\begin{equation}
p\simeq 2(d+u)-\frac{t_1^2}{2D^2}(d+u)+\frac{t_2^2}{2D^2}(d-u).
\end{equation}
At $u=0$, $\partial t_1^2/\partial u=-2nt^2/d$ and $\partial t_2^2/\partial u=+2nt^2/d$. Hence
\begin{equation}
Z\simeq 2-\frac{t^2}{D^2}+\frac{2nt^2}{D^2}=2+(2n-1)\frac{t^2}{D^2}.
\label{weak}
\end{equation}
The same covalency lowers the static charge and supplies a positive term, which is the larger of the two when $n>1/2$. That term needs hopping that changes with distance. Electrons move left as the cation moves right, and a leftward electron current adds to the dipole of a positive ion moving right.

\subsection*{Arbitrary covalency}

To first order in $u$,
\begin{equation}
t_1+t_2=2t,\qquad t_1-t_2=\delta=-\frac{2ntu}{d}.
\end{equation}
Give each orbital at position $X$ the Bloch phase $e^{ikX}$, and set $\theta=kd$. The Hamiltonian is
\begin{equation}
H=\begin{pmatrix}-D&h\\h^*&D\end{pmatrix},\qquad
h=e^{iku}(2t\cos\theta+i\delta\sin\theta)=|h|e^{i\phi}.
\end{equation}
With $\varepsilon=\sqrt{D^2+|h|^2}$, the filled state has components
\begin{equation}
(c,\,-s\,e^{-i\phi}),\qquad s^2=\frac12\left(1-\frac D\varepsilon\right),\qquad c^2+s^2=1 .
\end{equation}
Write $\langle\cdots\rangle$ for the average over $-\pi/2<\theta<\pi/2$, which is one Brillouin zone. The cation holds $2\langle s^2\rangle$ electrons, so at $u=0$
\begin{equation}
Q=2-2\langle s^2\rangle=1+\left\langle\frac D\varepsilon\right\rangle,
\qquad \varepsilon=\sqrt{D^2+4t^2\cos^2\theta}.
\label{Q}
\end{equation}

The dipole requires the centre of the filled band's Wannier function. Its amplitude on orbital $j$ at $X$ is $w(X)=(a/2\pi)\int e^{ikX}c_j(k)\,dk$, where $c_j$ is the component above. Multiplication by $X$ acts as $-i\partial_k$ on the exponential. Integrating by parts moves the derivative to $c_j$; the boundary term vanishes because $e^{ikX}c_j$ is periodic in $k$. Therefore
\begin{equation}
x_w=\Big\langle\sum_jc_j^*\,i\partial_kc_j\Big\rangle=\langle s^2\,\partial_k\phi\rangle .
\end{equation}
The terms $cc'+ss'$ dropped out because $c^2+s^2=1$.

Let $r=\delta/2t=-nu/d$. Then $\phi=ku+\arctan(r\tan\theta)$, and since $\partial_k=d\,\partial_\theta$,
\begin{equation}
\partial_k\phi=u+\frac{d\,r}{\cos^2\theta+r^2\sin^2\theta}.
\end{equation}
The weight can be written
\begin{equation}
s^2=\frac{\varepsilon^2-D^2}{2\varepsilon(\varepsilon+D)}
=\frac{2t^2(\cos^2\theta+r^2\sin^2\theta)}{\varepsilon(\varepsilon+D)} .
\end{equation}
The possibly singular denominator cancels in the product. To first order in $u$,
\begin{equation}
x_w=u\langle s^2\rangle-2nt^2u\left\langle\frac1{\varepsilon(\varepsilon+D)}\right\rangle .
\end{equation}
The cell dipole is $p=2(d+u)-2x_w$, so $Z=Q+Z_{\rm dyn}$ with
\begin{equation}
Z_{\rm dyn}=4nt^2\left\langle\frac1{\varepsilon(\varepsilon+D)}\right\rangle .
\end{equation}

Two integrations by parts simplify this. First use $1/[\varepsilon(\varepsilon+D)]=(1-D/\varepsilon)/(4t^2\cos^2\theta)$ and integrate $1/\cos^2\theta$ to $\tan\theta$. The boundary term vanishes because $1-D/\varepsilon\propto\cos^2\theta$ near the zone edge. With $\partial_\theta\varepsilon=-4t^2\sin\theta\cos\theta/\varepsilon$,
\begin{equation}
\left\langle\frac1{\varepsilon(\varepsilon+D)}\right\rangle
=D\left\langle\frac{\sin^2\theta}{\varepsilon^3}\right\rangle .
\end{equation}
Second,
\begin{equation}
\partial_\theta\frac{\sin\theta\cos\theta}{\varepsilon}
=\frac{\cos^2\theta}{\varepsilon}-\frac{D^2\sin^2\theta}{\varepsilon^3},
\end{equation}
whose average is zero. Thus $D\langle\sin^2\theta/\varepsilon^3\rangle=\langle\cos^2\theta/\varepsilon\rangle/D$. Since $4t^2\cos^2\theta=\varepsilon^2-D^2$,
\begin{equation}
Z_{\rm dyn}=n\left\langle\frac\varepsilon D-\frac D\varepsilon\right\rangle,
\qquad
Z=1+n\left\langle\frac\varepsilon D\right\rangle+(1-n)\left\langle\frac D\varepsilon\right\rangle .
\label{Z}
\end{equation}

\subsection*{When does it exceed the nominal valence?}

Set $x=\varepsilon/D\ge1$. Then
\begin{equation}
Z-2=\left\langle\frac{(x-1)(nx-1+n)}x\right\rangle .
\end{equation}
If $n\ge1/2$, the integrand is positive wherever $x>1$, so $Z>2$ for every nonzero $t$ in this model. If $0<n<1/2$, $Z$ is below 2 at weak covalency and above 2 at strong covalency. If $n=0$, then $Z=Q<2$: covalency with fixed hopping reduces the Born charge.

For $t\gg D$, $\langle\varepsilon/D\rangle\simeq4t/\pi D$ and $\langle D/\varepsilon\rangle\to0$. The static charge tends to 1 while $Z\simeq1+4nt/\pi D$ grows without limit. The gap $2D$ is then small, and the linear range in $u$ shrinks with it: at the zone edge $|h|=2nt|u|/d$, which must remain well below $D$. The phonon energy must also stay well below the gap, or the electrons do not follow adiabatically.

\subsection*{Where is the extra charge?}

It does not sit on the moving cation. When all cations move, $|h|^2=t_1^2+t_2^2+2t_1t_2\cos2\theta$ is unchanged by exchanging $t_1$ and $t_2$. The site populations are therefore even in $u$ and do not change to first order. Charge conservation then requires the same number of electrons to cross every bond. Passing through both bonds of a cell carries them a distance $a$, so the number crossing leftward is $Z_{\rm dyn}u/a$. In a finite chain the left end gains this number of electrons and the right end loses it.

When one cation moves right, mirror symmetry again forbids a first-order change of its own population. The anion it leaves recovers electrons because that bond becomes less covalent; the anion it approaches gives electrons up.

The force definition shows the same effect with the ions fixed. A field to the right raises the electron energy on the right anion towards the cation level and strengthens that bond. The unequal bonds pull the cation right, in addition to the force $Q\mathcal E$.

\subsection*{Numbers for a titanate-like bond}

Take one $p$--$d$ $\pi$ channel with rough round parameters: $d=0.20$ nm, $t=1.2$ eV, $2D=4.0$ eV and $n=3.5$, a common distance law for $p$--$d$ hopping. Averaging over a uniform grid in $\theta$ gives $\langle\varepsilon/D\rangle=1.2965$ and $\langle D/\varepsilon\rangle=0.7903$. Hence
\begin{align}
Q&=1+0.790=1.79,\\
Z_{\rm dyn}&=3.5(1.2965-0.7903)=1.77,\\
Z&=3.56 .
\end{align}
The Born charge is 1.78 times the nominal charge, although the static charge is below nominal. With $t$ and $D$ fixed, $n=0,\,0.5,\,1,\,2$ gives $Z=1.79,\,2.04,\,2.30,\,2.80$. The weak-covalency result (\ref{weak}) gives 4.16, which is 17\% above the full model value; $t/D=0.6$ is not very small.

For $u=0.01$ nm of all cations, $1.772\times0.01/0.40=0.044$ electrons cross each bond. Diagonalizing an open chain of 40 cells with one central cation moved by $\pm10^{-4}$ nm gives the linear response to moving a single ion. Scaled to $u=0.01$ nm, it is 0.0305 electrons gained by the anion left behind and 0.0305 lost by the anion approached. This pair contributes $0.0305\times0.40=0.0122\;e\,$nm, about 69\% of the dynamic dipole $0.0177\;e\,$nm. The remainder comes from more distant sites.

Now place one such chain in each area $a^2$, so that the cell volume is $V=a^3=0.064$ nm$^3$. Since $1\;e/\mathrm{nm}^2=16.02\;\mu$C/cm$^2$, the same displacement at zero field gives
\begin{equation}
P=\frac{3.562\times0.01}{0.064}\times16.02=8.9\;\mu\mathrm{C/cm^2},
\end{equation}
instead of 5.0 with the nominal charge. At 1 MV/cm, or 0.1 V/nm, the force on the cation is 0.356 eV/nm instead of 0.200 eV/nm.

\subsection*{Which charge enters the LO phonon?}

Restore $e$, and let $\mu$ be the reduced mass and $\epsilon_\infty$ the electronic permittivity. For one polar mode,
\begin{align}
\mu\ddot u&=-\mu\omega_{\rm TO}^2u+Ze\mathcal E,\\
P&=\frac{Zeu}{V}+\epsilon_0(\epsilon_\infty-1)\mathcal E .
\end{align}
A longitudinal wave without free charge has $\epsilon_0\mathcal E+P=0$, so $\mathcal E=-Zeu/(\epsilon_0\epsilon_\infty V)$. Substitution gives
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{Z^2e^2}{\epsilon_0\epsilon_\infty V\mu}.
\end{equation}
The Born charge enters squared. I choose $\mu=12$ atomic mass units, $\epsilon_\infty=5$ and a TO energy of 20 meV, and hold all three fixed. The nominal charge gives an LO energy of 34.5 meV. Its squared splitting is $34.5^2-20^2\simeq790$ meV$^2$. The Born charge multiplies this by $(3.562/2)^2=3.17$, and
\begin{equation}
\hbar\omega_{\rm LO}\simeq\sqrt{20^2+3.17\times790}\;\mathrm{meV}\simeq54\;\mathrm{meV}.
\end{equation}

The zero-field condition matters here. In the longitudinal wave the total polarization is $P=-\epsilon_0\mathcal E=Zeu/(\epsilon_\infty V)$. The dipole per displacement is then $Z/\epsilon_\infty=0.71$, not 3.56. Using this screened value as $Z$ in the LO formula would make the term added to $\omega_{\rm TO}^2$ too small by a factor $\epsilon_\infty^2=25$.

\subsection*{How far can the model be trusted?}

Finite motion matters little here. A discrete Berry-phase calculation gives a mean dipole slope of 3.56 up to $u=0.01$ nm. At 400 K, treating the 20 meV mode as a harmonic oscillator gives an rms displacement of 0.018 nm; a Gaussian average of the slope gives 3.51, or 1.6\% below $Z$. This treats the motion as one uniform mode.

Electron interaction can matter more. Let $b_1,b_2$ be the bond orders per spin, counted positive, and $b$ their common value at $u=0$. Neighbour exchange of strength $U$ contributes $Ub_i$ to each hopping. I include the constant part $Ub$ in $t(l)$, so the hoppings after a displacement are $t_i+U(b_i-b)$. The filled state gives $b_1-b_2=\chi(t_1-t_2)$ with $\chi=\langle\sin^2\theta/\varepsilon\rangle=0.219$ eV$^{-1}$. Self-consistency enlarges the hopping difference by $1/(1-U\chi)$. For a rough $U=1$ eV, independent of distance, and with $t=1.2$ eV at $u=0$ as before,
\begin{equation}
Z=1.790+\frac{1.772}{1-0.219}=4.06,
\end{equation}
14\% above the independent-electron value. This assumes that $t(l)$, with the constant $Ub$ included, follows the distance law. If only the part without exchange, $1.2-0.21=0.99$ eV, follows it, the dynamic term is smaller by the factor $0.99/1.2$ and $Z=3.66$, only 3\% above.

Position matrix elements between neighbouring orbitals were also dropped. If they have size $y=0.01$ nm and scale with distance as the hopping does, they add $4(b_1y_1-b_2y_2)$ to the dipole. With $b=0.211$ at rest, the change of $Z$ has magnitude
\begin{equation}
4y\left(\frac{2nt\chi}{d}+\frac{2nb}{d}\right)=0.66,
\end{equation}
or 19\% of $Z$, with a sign set by the orbitals. The decimals of 3.56 are therefore properties of the model, not of a material.

In a real titanate the nominal titanium charge is 4, and several orbital channels act together. A $\sigma$ channel with rough values $t=2.2$ eV, $2D=7.0$ eV and the same $n$ has an excess of 1.68 over nominal. Adding it to two $\pi$ channels, as if they were independent, gives $4+1.68+2\times1.56=8.8$. First-principles values for titanium in perovskite titanates are roughly 7. The sum has the right direction and scale but is no prediction: it omits the bonds perpendicular to the motion and the coupling between channels. Real titanates also have several polar modes, so the single LO energy above should not be assigned to a measured one.

Carriers across the ideal gap are not the weak point. At 400 K the thermal exponent $2D/(2k_BT)$ is 58. For tunnelling at 1 MV/cm, set $k=\pi/a+i\kappa$ in the band relation, which gives $\sinh^2(\kappa a/2)=(D^2-E^2)/4t^2$. Integrating numerically across the gap, $(2/e\mathcal E)\int_{-D}^{D}\kappa\,dE=243$. Both estimates concern the interior of the dielectric, and at this field a carrier needs $2D/e\mathcal E=40$ nm of film to cross the gap. In a thin gate dielectric, carriers can instead enter from a contact, where the barrier is the band offset and not the full gap. For an illustrative offset of 0.5 eV the thermal exponent at 400 K is only $0.5\;\mathrm{eV}/k_BT=14.5$, and the real barrier can be lower still: the conduction-band offset of SrTiO$_3$ on silicon is reported to be near zero. Contacts and defects can therefore cause leakage or breakdown long before the ideal limit, and the chain describes neither.
